\section*{Gordon Decomposition of the Dirac Current in an External Field}

\section{The decomposition}

For every solution $\psi$ of the Dirac equation with nonzero mass $m$ in a prescribed electromagnetic field, the electric current and charge densities can be written as
\begin{align}
\mathbf j&=\mathbf j_c+\nabla\times\mathbf M+\partial_t\mathbf P, &
\rho&=\rho_c-\nabla\cdot\mathbf P, \label{eq:result}
\end{align}
with a convection part
\begin{align}
\mathbf j_c&=\frac{q}{m}\,\mathrm{Re}\,\psi^\dagger\beta\boldsymbol\pi\psi, &
\rho_c&=\frac{q}{mc^2}\,\mathrm{Re}\,\psi^\dagger\beta T\psi, \label{eq:conv}
\end{align}
and a magnetization and polarization
\begin{align}
\mathbf M&=\frac{q}{2m}\,\psi^\dagger\beta\boldsymbol\Sigma\psi, &
\mathbf P&=-\frac{iq}{2mc}\,\psi^\dagger\beta\boldsymbol\alpha\psi . \label{eq:MP}
\end{align}
The convection pair $(\rho_c,\mathbf j_c)$ and the spin pair $(-\nabla\cdot\mathbf P,\ \nabla\times\mathbf M+\partial_t\mathbf P)$ each satisfy a continuity equation. Each current must be paired with its own density: in general $\mathbf j_c$ does not balance the full $\rho$.

Hartree atomic units are used, so $\hbar=1$ and an electron has $m=1$, $q=-1$. The field convention is the one in which the force on a charge is $q(\mathbf E+\mathbf v\times\mathbf B)$. The potentials $\Phi$ and $\mathbf A$ are real, smooth and possibly time dependent, with
\begin{equation}
\mathbf E=-\nabla\Phi-\partial_t\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A .
\end{equation}
The operators and the equation of motion are
\begin{equation}
T=i\partial_t-q\Phi,\quad \boldsymbol\pi=-i\nabla-q\mathbf A,\quad
T\psi=(c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta mc^2)\psi, \label{eq:dirac}
\end{equation}
and the densities to be decomposed are
\begin{equation}
\rho=q\psi^\dagger\psi,\qquad \mathbf j=qc\,\psi^\dagger\boldsymbol\alpha\psi. \label{eq:defs}
\end{equation}
The matrices $\alpha_k$, $\beta$ and $\Sigma_k=\mathrm{diag}(\sigma_k,\sigma_k)$ are Hermitian, $\beta=\mathrm{diag}(1,1,-1,-1)$ commutes with $\Sigma_k$, and
\begin{equation}
\alpha_k\beta=-\beta\alpha_k,\qquad
\alpha_k\alpha_l=\delta_{kl}+i\epsilon_{klm}\Sigma_m . \label{eq:algebra}
\end{equation}
Repeated indices are summed.

\section{Derivation}

\subsection{Two product rules}

For any spinors $\chi$ and $\varphi$, the real potentials cancel in the differences
\begin{align}
\chi^\dagger T\varphi-(T\chi)^\dagger\varphi&=i\partial_t(\chi^\dagger\varphi), \label{eq:ruleT}\\
\chi^\dagger\pi_l\varphi-(\pi_l\chi)^\dagger\varphi&=-i\partial_l(\chi^\dagger\varphi). \label{eq:rulepi}
\end{align}
The signs follow from $(i\partial_t\chi)^\dagger=-i\partial_t\chi^\dagger$ and $(-i\partial_l\chi)^\dagger=i\partial_l\chi^\dagger$. A constant matrix may be included in $\varphi$, since it commutes with $T$ and $\pi_l$.

\subsection{The current}

Isolating the mass term in \eqref{eq:dirac} and multiplying by $\beta/(mc^2)$, with $\beta^2=1$, gives
\begin{equation}
\psi=\frac{1}{mc^2}\,\beta\,(T-c\,\alpha_l\pi_l)\psi . \label{eq:solve}
\end{equation}
This is where $m\neq0$ and the equation of motion are needed. Insert \eqref{eq:solve} for the right-hand $\psi$ in $j_k$. Because $j_k$ is real, the real part may be taken:
\begin{equation}
j_k=\frac{q}{mc}\,\mathrm{Re}\left[\psi^\dagger\alpha_k\beta T\psi
-c\,\psi^\dagger\alpha_k\beta\alpha_l\pi_l\psi\right]. \label{eq:jsplit}
\end{equation}

In the first term $(\alpha_k\beta)^\dagger=\beta\alpha_k=-\alpha_k\beta$. The complex conjugate therefore enters with a minus sign, and \eqref{eq:ruleT} applies:
\begin{align}
\mathrm{Re}\,\psi^\dagger\alpha_k\beta T\psi
&=\tfrac12\left[\psi^\dagger\alpha_k\beta T\psi-(T\psi)^\dagger\alpha_k\beta\psi\right]\nonumber\\
&=\tfrac i2\partial_t(\psi^\dagger\alpha_k\beta\psi)
=-\tfrac i2\partial_t(\psi^\dagger\beta\alpha_k\psi).
\end{align}
Multiplied by $q/(mc)$, this is $\partial_tP_k$. The scalar potential has dropped out.

In the second term \eqref{eq:algebra} gives $-\alpha_k\beta\alpha_l=\beta\alpha_k\alpha_l=\beta\delta_{kl}+i\epsilon_{klm}\beta\Sigma_m$. Its contribution to $j_k$ is
\begin{equation}
\frac qm\,\mathrm{Re}\,\psi^\dagger\beta\pi_k\psi
+\frac qm\,\epsilon_{klm}\,\mathrm{Re}\left[i\,\psi^\dagger\beta\Sigma_m\pi_l\psi\right]. \label{eq:space}
\end{equation}
The first piece is $(\mathbf j_c)_k$ and retains $\mathbf A$. For the second, $\mathrm{Re}(ia)=\frac i2(a-a^*)$, $\beta\Sigma_m$ is Hermitian, and \eqref{eq:rulepi} gives
\begin{align}
\mathrm{Re}\left[i\psi^\dagger\beta\Sigma_m\pi_l\psi\right]
&=\tfrac i2\left[\psi^\dagger\beta\Sigma_m\pi_l\psi-(\pi_l\psi)^\dagger\beta\Sigma_m\psi\right]\nonumber\\
&=\tfrac i2(-i)\partial_l(\psi^\dagger\beta\Sigma_m\psi)
=\tfrac12\partial_l(\psi^\dagger\beta\Sigma_m\psi).
\end{align}
The second piece of \eqref{eq:space} is thus $\epsilon_{klm}\partial_lM_m=(\nabla\times\mathbf M)_k$, which completes the decomposition of $\mathbf j$.

\subsection{The charge density}

The same substitution in $\rho$ gives
\begin{equation}
\rho=\frac{q}{mc^2}\,\mathrm{Re}\left[\psi^\dagger\beta T\psi-c\,\psi^\dagger\beta\alpha_l\pi_l\psi\right].
\end{equation}
The first term is $\rho_c$. In the second, $(\beta\alpha_l)^\dagger=-\beta\alpha_l$, so
\begin{align}
\mathrm{Re}\,\psi^\dagger\beta\alpha_l\pi_l\psi
&=\tfrac12\left[\psi^\dagger\beta\alpha_l\pi_l\psi-(\pi_l\psi)^\dagger\beta\alpha_l\psi\right]\nonumber\\
&=-\tfrac i2\partial_l(\psi^\dagger\beta\alpha_l\psi).
\end{align}
Multiplication by $-q/(mc)$ gives $\frac{iq}{2mc}\partial_l(\psi^\dagger\beta\alpha_l\psi)=-\nabla\cdot\mathbf P$. The vector $\mathbf P$ that appears in the current is therefore also the one that fixes the bound charge.

\section{Separate conservation}

The spin part is conserved identically, because the divergence of a curl vanishes and derivatives commute:
\begin{equation}
\partial_t(-\nabla\cdot\mathbf P)+\nabla\cdot(\nabla\times\mathbf M+\partial_t\mathbf P)=0. \label{eq:spincont}
\end{equation}
The magnetization current is even conserved by itself, with zero density.

The total current is conserved as well. Taking $\chi=\varphi=\psi$ in \eqref{eq:ruleT} and using \eqref{eq:dirac}, the Hermitian mass term cancels and \eqref{eq:rulepi} gives
\begin{equation}
i\partial_t(\psi^\dagger\psi)=c\left[\psi^\dagger\alpha_l\pi_l\psi-(\pi_l\psi)^\dagger\alpha_l\psi\right]
=-ic\,\partial_l(\psi^\dagger\alpha_l\psi),
\end{equation}
which is $\partial_t\rho+\nabla\cdot\mathbf j=0$. Subtracting \eqref{eq:spincont} leaves
\begin{equation}
\partial_t\rho_c+\nabla\cdot\mathbf j_c=0. \label{eq:convcont}
\end{equation}

A direct proof shows why the coupling of the spin to the fields does not spoil this law. Since $(T+c\boldsymbol\alpha\cdot\boldsymbol\pi)\beta=\beta(T-c\boldsymbol\alpha\cdot\boldsymbol\pi)$, applying $T+c\boldsymbol\alpha\cdot\boldsymbol\pi$ to $(T-c\boldsymbol\alpha\cdot\boldsymbol\pi)\psi=\beta mc^2\psi$ gives
\begin{equation}
\left\{T^2-c^2(\boldsymbol\alpha\cdot\boldsymbol\pi)^2-c\,\alpha_k[T,\pi_k]\right\}\psi=m^2c^4\psi. \label{eq:presq}
\end{equation}
The commutators are
\begin{align}
[T,\pi_k]&=-iq\,\partial_tA_k-iq\,\partial_k\Phi=iqE_k,\\
[\pi_k,\pi_l]&=iq(\partial_kA_l-\partial_lA_k)=iq\,\epsilon_{kln}B_n.
\end{align}
With $\epsilon_{klm}\epsilon_{kln}=2\delta_{mn}$, the second one yields
\begin{equation}
(\boldsymbol\alpha\cdot\boldsymbol\pi)^2=\pi^2+\tfrac i2\epsilon_{klm}\Sigma_m[\pi_k,\pi_l]
=\pi^2-q\boldsymbol\Sigma\cdot\mathbf B,
\end{equation}
and \eqref{eq:presq} becomes
\begin{equation}
\left[T^2-c^2\pi^2+qc^2\boldsymbol\Sigma\cdot\mathbf B-iqc\,\boldsymbol\alpha\cdot\mathbf E\right]\psi=m^2c^4\psi. \label{eq:squared}
\end{equation}

Now put $\chi=\psi$, $\varphi=\beta T\psi$ in \eqref{eq:ruleT}, and $\chi=\psi$, $\varphi=\beta\pi_l\psi$ in \eqref{eq:rulepi}:
\begin{align}
\partial_t(\psi^\dagger\beta T\psi)&=-i\left[\psi^\dagger\beta T^2\psi-(T\psi)^\dagger\beta T\psi\right],\\
\partial_l(\psi^\dagger\beta\pi_l\psi)&=i\left[\psi^\dagger\beta\pi^2\psi-(\pi_l\psi)^\dagger\beta\pi_l\psi\right].
\end{align}
The last term in each bracket is real and drops out of the real part. Since $\mathrm{Re}(\mp ia)=\pm\mathrm{Im}\,a$,
\begin{equation}
\partial_t\rho_c+\nabla\cdot\mathbf j_c=\frac{q}{mc^2}\,\mathrm{Im}\,\psi^\dagger\beta(T^2-c^2\pi^2)\psi .
\end{equation}
By \eqref{eq:squared}, the expression whose imaginary part is taken equals
\begin{equation}
m^2c^4\psi^\dagger\beta\psi-qc^2\mathbf B\cdot\psi^\dagger\beta\boldsymbol\Sigma\psi
+qc\,\mathbf E\cdot\psi^\dagger(i\beta\boldsymbol\alpha)\psi .
\end{equation}
The matrices $\beta$, $\beta\Sigma_k$ and $i\beta\alpha_k$ are Hermitian, so every term is real and \eqref{eq:convcont} follows. The fields act on the spin without creating or destroying convection charge.

\section{Meaning and limits}

\subsection{Gauge invariance}

Under $\psi\to e^{iq\Lambda}\psi$, $\mathbf A\to\mathbf A+\nabla\Lambda$, $\Phi\to\Phi-\partial_t\Lambda$, both $T\psi$ and $\boldsymbol\pi\psi$ acquire the same phase as $\psi$. All four quantities in \eqref{eq:conv} and \eqref{eq:MP} are therefore gauge invariant. If $\boldsymbol\pi$ and $T$ are replaced by $-i\nabla$ and $i\partial_t$, the convection current changes by $(q^2/m)\mathbf A\,\psi^\dagger\beta\psi$ and its density by $(q^2/mc^2)\Phi\,\psi^\dagger\beta\psi$. Conservation is then lost in general: in the polynomial test field of the numerical check the continuity defect is $2.97$ model units instead of zero.

\subsection{Slow electrons}

Write $\psi=(\phi,\zeta)$ with two-component $\phi$ and $\zeta$. For a positive-energy state in weak fields, $T\psi\simeq mc^2\psi$ and, to leading order, the lower half of \eqref{eq:dirac} gives $\zeta\simeq\boldsymbol\sigma\cdot\boldsymbol\pi\phi/(2mc)$. Then
\begin{equation}
\rho_c\simeq q\phi^\dagger\phi,\quad
\mathbf j_c\simeq\frac qm\mathrm{Re}\,\phi^\dagger\boldsymbol\pi\phi,\quad
\mathbf M\simeq\frac{q}{2m}\phi^\dagger\boldsymbol\sigma\phi .
\end{equation}
These are the Schr\"odinger charge and current and the spin magnetization with $g=2$. For the polarization, $\psi^\dagger\beta\alpha_k\psi=\phi^\dagger\sigma_k\zeta-\zeta^\dagger\sigma_k\phi=2i\,\mathrm{Im}\,\phi^\dagger\sigma_k\zeta$. With $\sigma_k\sigma_l=\delta_{kl}+i\epsilon_{klm}\sigma_m$ and $\mathrm{Im}\,\phi^\dagger\pi_k\phi=-\frac12\partial_k(\phi^\dagger\phi)$,
\begin{equation}
P_k\simeq\frac{q}{2m^2c^2}\left[\epsilon_{klm}\mathrm{Re}\,\phi^\dagger\sigma_m\pi_l\phi-\tfrac12\partial_k(\phi^\dagger\phi)\right]. \label{eq:Pnr}
\end{equation}
The first term has the form $\mathbf v\times\mathbf M/c^2$ with $\mathbf v=\boldsymbol\pi/m$, the electric polarization of a moving magnetic moment.

\subsection{When the polarization current is not small}

The factor $1/c^2$ in \eqref{eq:Pnr} was derived for a slow state of positive energy. A slow state of purely negative energy has the same factor, but a superposition of the two need not. For a free, spatially uniform spinor all gradients vanish, so $\mathbf j_c=\nabla\times\mathbf M=0$ and \eqref{eq:result} reduces to $\mathbf j=\partial_t\mathbf P$. Such a current requires a superposition of positive and negative energies, and it oscillates at the angular frequency $2mc^2$.

\subsection{Conditions}

The formulas are undefined for $m=0$, and the result is not guaranteed for spinors that do not solve \eqref{eq:dirac}. If the mass term is replaced by one that varies in space or time, $1/m$ in \eqref{eq:solve} cannot be moved inside the derivatives, and \eqref{eq:result} acquires further terms.

\subsection{Integrated quantities}

Let the state be localized, so that surface terms vanish. Then $\int\nabla\cdot\mathbf P\,d^3r=0$ and $\int\rho_c\,d^3r=q$ for a normalized state: the spin part carries no net charge. Its magnetic moment has two terms. The polarization current gives $\tfrac12\frac{d}{dt}\int\mathbf r\times\mathbf P\,d^3r$, which vanishes in a stationary state. The magnetization current gives
\begin{align}
\tfrac12\int[\mathbf r\times(\nabla\times\mathbf M)]_i\,d^3r
&=\tfrac12\int(r_m\partial_iM_m-r_l\partial_lM_i)\,d^3r\nonumber\\
&=\tfrac12\int(-M_i+3M_i)\,d^3r=\int M_i\,d^3r . \label{eq:moment}
\end{align}
For the dipole moment $\mathbf d=\int\mathbf r\rho\,d^3r$, the continuity equation and one integration by parts give $\dot{\mathbf d}=\int\mathbf j\,d^3r$. Since $\int\nabla\times\mathbf M\,d^3r=0$,
\begin{equation}
\dot{\mathbf d}=\int\mathbf j_c\,d^3r+\frac{d}{dt}\int\mathbf P\,d^3r . \label{eq:dipole}
\end{equation}

\section{An electron in a strong Coulomb field}

Take one electron bound to a fixed point charge $Z=50$, with $q\Phi=-Z/r$, $\mathbf A=0$ and $c=137.036$. Define $\gamma=\sqrt{1-Z^2/c^2}=0.93106$.

\subsection{The magnetic moment of the ground state}

With $\eta=(1,0)$, the $1s_{1/2}$ state with $m_j=+\frac12$ is
\begin{equation}
\psi_1=\begin{pmatrix}g\,\eta\\ iag\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\eta\end{pmatrix},\quad
g\propto r^{\gamma-1}e^{-Zr},\quad a=\frac{Z}{c(1+\gamma)} .
\end{equation}
To verify it, use $\boldsymbol\sigma\cdot\mathbf p\,(g\eta)=-ig'(\boldsymbol\sigma\cdot\hat{\mathbf r})\eta$ and $\boldsymbol\sigma\cdot\mathbf p\,(f\boldsymbol\sigma\cdot\hat{\mathbf r}\,\eta)=-i(f'+2f/r)\eta$ with $f=ag$. The Dirac equation becomes
\begin{align}
(E+Z/r-c^2)&=ca\left[(\gamma+1)/r-Z\right],\\
a(E+Z/r+c^2)&=-c\left[(\gamma-1)/r-Z\right].
\end{align}
Both hold for $E=\gamma c^2$, because $Z^2=c^2(1-\gamma)(1+\gamma)$. Near the nucleus the bilinears grow as $r^{2\gamma-2}$, but a small sphere has area proportional to $r^2$, so the surface terms there vanish.

Since $a^2=(1-\gamma)/(1+\gamma)$, the lower components have weight
\begin{equation}
w=\frac{a^2}{1+a^2}=\frac{1-\gamma}{2}=0.03447 .
\end{equation}
In them $(\boldsymbol\sigma\cdot\hat{\mathbf r})\sigma_z(\boldsymbol\sigma\cdot\hat{\mathbf r})=2\hat r_z\boldsymbol\sigma\cdot\hat{\mathbf r}-\sigma_z$, whose expectation value in $\eta$ is $2\cos^2\theta-1$, with angular average $-\frac13$. As $\beta=-1$ there, \eqref{eq:moment} gives
\begin{equation}
\mu_{\rm spin}=-\tfrac12\left[(1-w)+\tfrac13w\right]=-\tfrac12+\tfrac13w=-0.48851 .
\end{equation}
The convection moment is $\frac12\int(\mathbf r\times\mathbf j_c)_z\,d^3r=-\frac12\langle\beta L_z\rangle$. The upper components have $L_z=0$. The lower ones are proportional to $(\cos\theta,\ \sin\theta\,e^{i\varphi})$, where $L_z$ has the mean value $\langle\sin^2\theta\rangle=\frac23$. Hence
\begin{equation}
\mu_{\rm conv}=-\tfrac12(-1)\tfrac23w=\tfrac13w=0.01149 .
\end{equation}
There is no polarization current in a stationary state, so the total is
\begin{equation}
\mu=-\tfrac12+\tfrac23w=-\frac{1+2\gamma}{6}=-0.47702,
\end{equation}
or $-0.95404$ Bohr magnetons. Half of the reduction from one Bohr magneton comes from the spin part and half from orbital convection in the lower components.

The convection charge is distributed differently from the full charge. Here $\psi_1^\dagger\beta\psi_1=\gamma\,\psi_1^\dagger\psi_1$, so $\rho_c/\rho=\gamma(\gamma+Z/(c^2r))$, which exceeds one for $r<\gamma/Z$. With $\langle1/r\rangle=Z/\gamma$ the mean ratio is $\gamma^2+Z^2/c^2=1$, and the integrated charge is $-1$, as required.

\subsection{An oscillating state}

A polarization current appears in $\psi=(\psi_1e^{-iE_1t}+\psi_2e^{-iE_2t})/\sqrt2$, where $\psi_2$ is the $2p_{1/2}$ state with $m_j=+\frac12$. Its upper and lower parts are $G(\boldsymbol\sigma\cdot\hat{\mathbf r})\eta$ and $iF\eta$, and the identities used above give
\begin{align}
(E_2+Z/r-c^2)G&=cF',\\
(E_2+Z/r+c^2)F&=-c(G'+2G/r).
\end{align}
Put $G=r^{\gamma-1}e^{-\lambda r}(g_0+g_1r)$ and $F=r^{\gamma-1}e^{-\lambda r}(f_0+f_1r)$, and match powers of $r$. The highest power in the two equations gives $\lambda=\sqrt{c^4-E_2^2}/c$ and $f_1=c\lambda g_1/(E_2+c^2)$, and the lowest gives $f_0=-c(1+\gamma)g_0/Z$. The middle power gives
\begin{align}
(E_2-c^2)g_0+c\lambda f_0&=c\gamma f_1-Zg_1,\\
(E_2+c^2)f_0-c\lambda g_0&=-c(\gamma+2)g_1-Zf_1 .
\end{align}
The first relation fixes $g_1$. Multiplied by $(E_2+c^2)/(c\lambda)$, its left side equals that of the second, and equating the right sides gives $c^2(1+\gamma)\lambda=ZE_2$. Squaring and using $Z^2=c^2(1-\gamma)(1+\gamma)$ yields $E_2=c^2\sqrt{(1+\gamma)/2}$. Both states are normalized, with signs fixed by $g>0$ and $g_0>0$; the current and charge values below depend on this choice. The numerical check tests that both spinors are eigenstates. Measured from the rest energy, the levels are $-1294.63$ and $-326.49$ hartree, so $\omega=E_2-E_1=968.13$.

At $\omega t=\pi/3$ and $\mathbf r=(0.012,0.008,0.010)$ bohr, the $z$ component of the current density is, in atomic units,
\begin{equation}
j_z=31297+27430-1951\simeq56775 ,
\end{equation}
in the order convection, magnetization, polarization; the last digit reflects rounding. For the $x$ component the same sum is $4534+104061+542=109137$, mostly magnetization current. The charge density is $\rho=-4136.55+96.01=-4040.54$. The two continuity equations balance separately: $\partial_t\rho_c=693045=-\nabla\cdot\mathbf j_c$, while the charge density $-\nabla\cdot\mathbf P$ of the spin part changes at the rate $-168623$, opposite to the divergence of its own current $\nabla\times\mathbf M+\partial_t\mathbf P$.

Integrated over space, the large magnetization current disappears and \eqref{eq:dipole} gives
\begin{equation}
\dot d_z=7.23028-0.36819=6.86209 .
\end{equation}
The time derivative of the dipole moment, computed independently from $\rho$, is $6.86208$; the difference is rounding. The polarization current thus contributes $-5.4$ percent of the dipole velocity, and the convection current alone would overestimate it.

\section*{Calculated quantities}
\begin{verbatim}
GENERAL FIELDS, model units hbar=1, q=-1, m=2, c=4
total current (x,y,z): -16, -8, 8 model units
convection current: -0.5, 0.5, 0.5 model units
curl of magnetization: 0.5, 0, 1.5 model units
time derivative of polarization: -16, -8.5, 6 model units
rho, rho_c, -div P: -5, -4.875, -0.125 model units
continuity defect if potentials are dropped: 2.96875 model units
COULOMB FIELD, Hartree atomic units
nuclear charge Z: 50 e
speed of light: 137.035999 a.u.
gamma: 0.93105940 (dimensionless)
1s1/2 energy less rest energy: -1294.626149 hartree
2p1/2 energy less rest energy: -326.494804 hartree
angular frequency omega: 968.131345 a.u.
1s1/2, m_j=+1/2
weight of lower components: 0.03447030 (dimensionless)
convection moment: 0.01149010 a.u.
spin moment: -0.48850990 a.u.
total moment: -0.47701980 a.u.
total moment: -0.95403960 Bohr magnetons
integrated convection charge: -1.00000000 e
EQUAL SUPERPOSITION of 1s1/2 and 2p1/2, m_j=+1/2
phase omega*t: 1.047198 rad
time t: 0.00108167 a.u.
point (x,y,z): 0.012, 0.008, 0.01 bohr
total current: 109137, -118155, 56774.9 a.u.
convection current: 4533.76, 4151.33, 31296.6 a.u.
curl of magnetization: 104061, -122668, 27429.6 a.u.
time derivative of polarization: 541.912, 361.275, -1951.22 a.u.
rho, rho_c, -div P: -4040.54, -4136.55, 96.0058 e/bohr^3
convection: d rho_c/dt, div j_c: 693045, -693045 a.u.
spin: d(rho-rho_c)/dt, div j_spin: -168623, 168623 a.u.
integrated total current, z: 6.86208450 a.u.
integrated convection current, z: 7.23027681 a.u.
integrated polarization current, z: -0.36819231 a.u.
dipole velocity from density, z: 6.86208450 a.u.
polarization share of total: -5.3656 percent
\end{verbatim}
